# Pressurised Clamped Monolayer: Föppl–von Kármán Equations by Multiple Shooting

## What scaling fixes

A circular sheet of radius $a$ is clamped at its rim and loaded by a uniform pressure $p$. It has bending stiffness $D$, two-dimensional Young's modulus $Y$ (force per length) and Poisson ratio $\nu$. The deflection is $w(r)$, positive along the pressure, and $u(r)$ is the radial displacement. For moderate slopes the strains are

$$e_r=u'+\tfrac12 w'^2,\qquad e_\theta=u/r .$$

The sheet is isotropic and linearly elastic, and the shape is static and axisymmetric. The energy is

$$E=2\pi\int_0^a\Big[\tfrac D2\Big(w''^2+\tfrac{w'^2}{r^2}+\tfrac{2\nu w''w'}{r}\Big)+\tfrac{Y(e_r^2+e_\theta^2+2\nu e_re_\theta)}{2(1-\nu^2)}-pw\Big]r\,dr .$$

Put $r=ax$, $w=hW$ and $u=(h^2/a)U$. Both strains then carry the factor $h^2/a^2$. Bending energy scales as $Dh^2/a^2$ and stretching energy as $Yh^4/a^2$. They have the same prefactor if $h=\sqrt{D/Y}$. The pressure work, of size $pha^2$, divided by that prefactor leaves one load parameter:

$$P=\frac{pa^4}{Dh},\qquad W_0\equiv W(0)=F(P,\nu).$$

Two limits follow. A weak load gives a linear response, $W_0\propto P$. If bending becomes negligible at strong load, $D$ must cancel from $w_0=hW_0$. A power law $W_0=kP^m$ contains $D$ through $h^{1-m}D^{-m}\propto D^{(1-3m)/2}$, so $m=1/3$. Hence $P=KW_0^3$ with $K=k^{-3}$, or

$$p=K(\nu)\,\frac{Yw_0^3}{a^4}.$$

"Cubic response" thus means that pressure grows as the cube of deflection. The numbers in both laws, and the passage between them, require the equations.

## The equations to be shot

The membrane forces are $N_r=Y(e_r+\nu e_\theta)/(1-\nu^2)$ and $N_\theta=Y(e_\theta+\nu e_r)/(1-\nu^2)$. Varying $u$ gives $\int(rN_r\delta u'+N_\theta\delta u)dr=0$, hence

$$(rN_r)'=N_\theta .$$

Let $\phi=w'$. The term $2\nu w''w'=\nu(\phi^2)'$ integrates to zero because $\phi$ vanishes at the centre and at the clamp. In the work term, $\delta w(a)=0$ gives $-\int pr\,\delta w\,dr=\int\frac12pr^2\delta\phi\,dr$. Varying $w$ therefore yields

$$D\Big(\phi''+\frac{\phi'}r-\frac{\phi}{r^2}\Big)=N_r\phi+\frac{pr}2 .$$

To eliminate $u=re_\theta$, write $e_r=e_\theta+re_\theta'+\phi^2/2$ and insert $Ye_r=N_r-\nu N_\theta$, $Ye_\theta=N_\theta-\nu N_r$:

$$(1+\nu)(N_r-N_\theta)=r(N_\theta'-\nu N_r')+\tfrac12Y\phi^2 .$$

Equilibrium says $N_r-N_\theta=-rN_r'$, so $r(N_r'+N_\theta')=-Y\phi^2/2$. Since $N_\theta'=2N_r'+rN_r''$,

$$N_r''+\frac{3N_r'}r=-\frac{Y\phi^2}{2r^2}.$$

Now set $S=N_ra^2/D$ and $dW/dx=-xg$, so that $\phi=-(h/a)xg$. The bending operator acting on $xg$ gives $xg''+3g'$. Dividing the moment equation by $-(Dh/a^3)x$ leaves

$$g''+\frac{3g'}x=Sg-\frac P2,\qquad S''+\frac{3S'}x=-\frac{g^2}2. \tag{1}$$

From here primes mean $d/dx$. Regularity requires $g'(0)=S'(0)=0$. Then $3g'/x\to3g''(0)$, so at the centre each second derivative is one quarter of its right side. The clamp gives $g(1)=0$. If $u$ is measured from a state with uniform pretension $N_0$, a rim without slip gives $N_\theta-N_0=\nu(N_r-N_0)$, or

$$S'(1)+(1-\nu)[S(1)-S_0]=0,\qquad S_0=N_0a^2/D. \tag{2}$$

The deflection is $W_0=\int_0^1xg\,dx$. Until stated otherwise, $S_0=0$.

## Shooting by hand at small load

Neglect $Sg$ at first. Starting from $g(0)=\alpha$, the regular solution is $g=\alpha-Px^2/16$, because $x^2$ under the operator gives $2+6=8$. A first shot with $\alpha=0$ misses the rim condition by $g(1)=-P/16$. The miss changes at rate $dg(1)/d\alpha=1$, so one Newton correction gives $\alpha=P/16\equiv A$. Thus

$$g=A(1-x^2),\qquad W(x)=\int_x^1sg\,ds=\frac P{64}(1-x^2)^2 .$$

This is the linear bending law, $P=64W_0$.

The second shot finds the tension. With the source $-A^2(1-2x^2+x^4)/2$ and start value $S(0)=\sigma A^2$,

$$S=A^2\Big(\sigma-\frac{x^2}{16}+\frac{x^4}{24}-\frac{x^6}{96}\Big).$$

At the rim $S(1)=A^2(\sigma-1/32)$ and $S'(1)=-A^2/48$. Condition (2) gives

$$\sigma=\frac1{32}+\frac1{48(1-\nu)} .$$

This tension reduces the deflection. The correction $\delta g$ obeys $\delta g''+3\delta g'/x=Sg$ with $\delta g(1)=0$. To get its integral directly, use $v=\frac12\ln x$, for which $(x^3v')'=x$. Two integrations by parts, whose boundary terms vanish, give

$$\delta W_0=\int_0^1x\,\delta g\,dx=\frac12\int_0^1x^3\ln x\,Sg\,dx .$$

The product is

$$Sg=A^3\Big[\sigma-\Big(\sigma+\frac1{16}\Big)x^2+\frac{5x^4}{48}-\frac{5x^6}{96}+\frac{x^8}{96}\Big].$$

With $\int_0^1x^m\ln x\,dx=-1/(m+1)^2$,

$$\delta W_0=-\frac{A^3}2\Big[\frac{5\sigma}{144}-\frac{77}{138240}\Big]
=-\frac{A^3}{2}\,\frac{73+100/(1-\nu)}{138240}.$$

To this order $A=4W_0$ may be used in the correction. Solving $W_0=P/64+\delta W_0$ for $P$ gives

$$P=64W_0(1+\beta W_0^2+\dots),\qquad \beta=\frac{173-73\nu}{4320(1-\nu)} .$$

For $\nu=0.165$, $\beta=0.04462$. The full numerical solution at $P=6.4$ gives the same four digits.

## Why one shot fails, and two segments by hand

At strong load $S$ is large, and an error in $g$ grows roughly as $\exp(\int\sqrt S\,dx)$. A toy equation shows the trouble and the cure:

$$y''=\kappa^2(y-1),\quad y'(0)=0,\quad y(1)=0 .$$

A shot from $y(0)=\alpha$ gives $y=1+(\alpha-1)\cosh\kappa x$, so the required start is $\alpha=1-1/\cosh\kappa$. For $\kappa=40$ it differs from 1 by $8.5\times10^{-18}$. Double precision stores it as 1, and the shot then ends at $y(1)=1$ instead of 0.

Cut the interval at $x=1/2$ and treat the values there, $y=\eta$ and $y'=\zeta$, as further unknowns. Let $C=\cosh(\kappa/2)$ and $H=\sinh(\kappa/2)$. Continuity and the end condition are

$$\eta-1=(\alpha-1)C,\quad \zeta=\kappa(\alpha-1)H,\quad 1+(\eta-1)C+\zeta H/\kappa=0 .$$

Substitution gives $(\alpha-1)(C^2+H^2)=-1$. This is the same solution, since $C^2+H^2=\cosh\kappa$. The amplification within a segment is now about $e^{\kappa/2}/2$. For $\kappa=40$, $\eta$ differs from 1 by $2\times10^{-9}$, which double precision resolves. Its rounding error moves $y(1)$ by about $10^{-8}$. More segments reduce the amplification further.

## The general algorithm

Collect the state $\mathbf y=(g,g',S,S')$. Divide $[0,1]$ into $M$ segments with node states $\mathbf y_0,\dots,\mathbf y_M$, all unknown.

1. Integrate (1) across each segment from $\mathbf y_j$ to an end state $\mathbf F_j(\mathbf y_j)$. Along with it integrate the linearised equations
$$\delta g''+\frac{3\delta g'}x=S\,\delta g+g\,\delta S,\qquad \delta S''+\frac{3\delta S'}x=-g\,\delta g$$
for four independent starts. They form the matrix $\Phi_j=\partial\mathbf F_j/\partial\mathbf y_j$.

2. Solve for the corrections
$$\Phi_j\,\delta\mathbf y_j-\delta\mathbf y_{j+1}=\mathbf y_{j+1}-\mathbf F_j(\mathbf y_j),$$
together with the two centre and two rim conditions. There are $4M+4$ equations for as many unknowns. Each couples neighbouring nodes at most, so the matrix is banded.

3. Update and repeat until the largest changes in $g$ and $S$, relative to their maxima, are below $10^{-9}$. Then accumulate $\int xg\,dx$.

A workable start for strong load is a rough centre tension $T$ from $T^2(T-S_0)=0.069P^2$, with

$$S=T-\tfrac14(T-S_0)x^2,\qquad g=\frac P{2S}\big[1-e^{-\sqrt{S(1)}(1-x)}\big].$$

For $P<100$ without pretension, the hand solution for $g$ and $S=0.05A^2$ suffice. I take $M=12+\lfloor\sqrt T/3\rfloor$ and 20 fourth-order Runge–Kutta steps per segment. The start affects convergence; the equations determine the converged answer.

An independent calculation makes the original energy stationary, with polynomial trial functions for $u$ and $w$. At $\nu=0.165$ both methods give $W_0=2.4560$ for $P=200$ and $7.8519$ for $P=2000$. Simple shooting also succeeds at $P=200$. At $P=10^6$, a single integration started from the converged centre values leaves the solution near $x=0.6$, where $g$ has left the range 0.4 to 2 times its central value. The exact point depends on the accuracy of the start values and of the integrator, but even a start value tuned to rounding level gets no further than about $x=0.67$.

Selected loads show the change of regime. The exponent $d\ln P/d\ln W_0$ is taken over a 2% load increase.

| $P$ | $W_0$ | exponent |
|---|---:|---:|
| $1$ | 0.01563 | 1.000 |
| $10^2$ | 1.431 | 1.171 |
| $10^3$ | 5.905 | 2.298 |
| $10^4$ | 14.17 | 2.843 |
| $10^6$ | 68.05 | 2.978 |
| $10^{10}$ | 1475.8 | 2.999 |

## The membrane limit and its clamped edge

Away from the rim at large $P$, the derivatives of $g$ are small compared with $Sg$, so $g=P/(2S)$. With $S=P^{2/3}s$, the tension equation becomes

$$s''+\frac{3s'}x=-\frac1{8s^2}.$$

Write $s=bf(y)$ with $y=y_0x$. Choosing $b^3y_0^2=1$ removes both constants:

$$f''+3f'/y=-1/(8f^2),\qquad f(0)=1,\quad f'(0)=0.$$

One outward integration suffices. The rim is the point where $y_0f'(y_0)+(1-\nu)f(y_0)=0$. The deflection coefficient is

$$k=\int_0^1\frac{x\,dx}{2s}=\frac1{2y_0^{4/3}}\int_0^{y_0}\frac{y\,dy}{f}.$$

For $\nu=0.165$, $k=0.6852$ and $K=3.108$. The scaled tension is $s=0.4175$ at the centre and $s_1=0.3108$ at the rim.

This solution has a finite slope at the rim, which a clamp forbids. Let $g_m$ be its rim value of $g$ and $\kappa=\sqrt{S(1)}$. Near the rim $g''\simeq\kappa^2(g-g_m)$, so

$$g\simeq g_m\big[1-e^{-\kappa(1-x)}\big].$$

The missing slope lowers $W_0$ by $g_m/\kappa=1/(2s_1^{3/2})=2.89$, independent of $P$. There is also an opposing effect. Smaller slopes in the layer stretch the sheet less. Across the layer, $S'$ exceeds its membrane continuation by

$$\frac{g_m^2}2\int_0^\infty(2e^{-\kappa z}-e^{-2\kappa z})dz=\frac{3g_m^2}{4\kappa}.$$

The membrane solution must therefore satisfy $S'(1)+(1-\nu)S(1)=-3g_m^2/(4\kappa)$. Divided by $P^{2/3}$, the right side is $-3P^{-1/3}/(16s_1^{5/2})$. Solving the scaled problem with this small shift lowers the tension and raises $W_0$ by 2.44, again independent of $P$ at leading order. The net result is

$$W_0=kP^{1/3}-c+O(P^{-1/3}),\qquad c=0.445 .$$

Relative to the full solution, $kP^{1/3}-c$ is in error by about $4\times10^{-4}$ at $P=10^6$ and $4\times10^{-6}$ at $P=10^9$. The fall by about 100 matches the stated order, because the relative error should scale as $P^{-2/3}$.

## A second linear regime: pretension

With pretension and a weak load, $S\simeq S_0$. The function $I_1(\kappa x)/x$, now with $\kappa=\sqrt{S_0}$, solves the homogeneous $g$ equation. Hence

$$g=\frac P{2S_0}\Big[1-\frac{I_1(\kappa x)}{xI_1(\kappa)}\Big],\quad
W_0=\frac P{2S_0}\Big[\frac12-\frac{I_0(\kappa)-1}{\kappa I_1(\kappa)}\Big].$$

For $\kappa\gg1$ this tends to $P/(4S_0)$, or $w_0=pa^2/(4N_0)$. The response is linear, but tension sets its slope. A measured linear response is therefore not by itself evidence of bending stiffness.

## A graphene microdrum

Take rough typical values for monolayer graphene: $a=1000$ nm, $Y=340$ N/m and $D=1.5$ eV. The Poisson ratio keeps its example value $\nu=0.165$; the pressure is 750 Torr (100 kPa) and the temperature 300 K. Then $h=0.02659$ nm and $Dh/a^4=6.389\times10^{-6}$ Pa, so $P=1.565\times10^{10}$ and $P^{1/3}=2501$. Without pretension,

$$w_0\simeq(0.6852\times2501-0.445)\times0.02659\ \text{nm}=45.6\ \text{nm}.$$

The full solution agrees. The centre tension is 0.627 N/m. Because the centre is stretched equally in all directions, its strain is $(1-\nu)N_r/Y=0.154\%$.

The solver uses 545 segments here. A centre error would grow by about $10^{668}$ over the radius; the estimate $\exp(\int\sqrt S\,dx)$ gives $10^{673}$. As this exponent scales nearly as $P^{1/3}$, the growth reaches the inverse of the relative rounding error of double precision, about $5\times10^{15}$, near 2 Pa for this drum (the exponential estimate alone, without its prefactor, gives 1.3 Pa). Simple shooting should fail above roughly that pressure.

Real drums break the zero-pretension assumption. A rough $N_0=0.1$ N/m lowers the deflection at the same pressure to 42.9 nm, a change of $-5.7\%$. At small load it cuts the compliance by a factor of about $2.6\times10^4$. Two further neglected effects, geometric and elastic nonlinearity, are smaller at this pressure. The largest slope is 0.106, whose square suggests geometric corrections of at most about 1%; a membrane solution with exact geometry changes $w_0$ by only about 0.1%. Nonlinear elasticity can be gauged from the uniaxial law $N=Y\epsilon+Y_3\epsilon^2$, used here only as a rough guide. With a third-order modulus $Y_3$ of roughly $-700$ N/m, the relative softening $|Y_3|\epsilon/Y$ is 0.3% at the centre strain.

Thermal ripples are a more serious omission. Tension flattens them and releases the length they store. In a rough harmonic estimate, raising the tension from $N_0$ to $N$ releases a strain $(k_BT/16\pi D)\ln(N/N_0)$ in each direction, half the relative change of area. Between 0.1 and 0.6 N/m at 300 K this is about 0.06%, some 40% of the elastic centre strain. A real drum may therefore deflect noticeably further, by an amount of order 10% in this estimate. The harmonic formula is only marginally valid here. It needs $\sqrt{N/D}$, which is 0.6 to 1.6 nm$^{-1}$ over this range, to exceed the anharmonic crossover $\sqrt{3k_BTY/16\pi D^2}\approx1.2$ nm$^{-1}$. Below that wavevector ripples stiffen the sheet, so the released strain is probably somewhat smaller. The deflections given here are those of an ideal elastic sheet without ripples.

The ideal bending regime is not a practical operating range for this drum. Its linear law is already 5% off at 0.028 nm, and the two limiting laws cross at 0.12 nm and 1.9 mPa. Compare thermal motion. A central point force $Q$ on an unstretched clamped plate gives

$$w=\frac Q{16\pi D}\Big[a^2-r^2+2r^2\ln\frac ra\Big],$$

which satisfies the clamp and carries the shear force $Q$. Its compliance at the centre is $a^2/(16\pi D)$. Equipartition then gives an rms height $\sqrt{k_BTa^2/(16\pi D)}=18.5$ nm. So large a value invalidates the harmonic estimate itself, but it shows that the static, tension-free state is not a usable description at 300 K.

At the rim the bending layer is 0.72 nm wide, about five carbon–carbon bonds, so continuum bending is doubtful there. The effect on $w_0$ is small: the two opposing layer contributions are each below 0.1 nm.

For a mechanical limit, restoring units in the centre tension gives $N_r=0.4175(Yp^2a^2)^{1/3}$. Setting it to a rough breaking value of 40 N/m yields

$$p=\frac1a\sqrt{\frac{(40/0.4175)^3}{340}}\approx50\ \text{MPa}\quad(\text{SI units inside}).$$

This is an extrapolation, not a design pressure. The linear strain would be about 10%, but the uniaxial law with the same third-order modulus peaks at about 41 N/m. It reaches 40 N/m only near 20% strain, where the secant modulus has fallen by about 40%. The slope, which grows as $\sqrt{N_r}$, would reach about 0.85 (an angle of about 0.7 rad), beyond the moderate-slope theory; exact geometry alone, with linear elasticity, lowers the pressure to roughly 40 MPa. Slip or peeling at the rim is also outside the model and could set a lower limit. The numerical output gives the remaining loads and intermediate values.

## Computed results

```
Radius 1000 nm; Y 340 N/m; D 1.50 eV; nu 0.165
Pressure 750 Torr = 99.99 kPa; temperature 300 K
Length h = sqrt(D/Y): 0.02659 nm
Pressure unit D h/a^4: 6.3894e-06 Pa; device load P: 1.5650e+10
beta: formula 0.044620, from shooting 0.044621
P 200: W multiple shooting 2.4559665, energy method 2.4559665
P 200: W simple shooting 2.4559665
P 2000: W multiple shooting 7.8519322, energy method 7.8519322
P 1e6: simple shooting leaves the solution at x = 0.604
Membrane: k 0.685208, K 3.10837, edge offset c 0.4453
Membrane tension S/P^(2/3): centre 0.41752, edge 0.31084
Relative error of k P^(1/3): P=1e6 6.909e-03, P=1e9 6.538e-04
Same with offset c: P=1e6 4.126e-04, P=1e9 3.836e-06
P        W            P/(64W)      P/(K W^3)    exponent dlnP/dlnW
1e+00  0.015625     1            84338        1.0000
1e+01  0.15608      1.0011       846.1        1.0022
1e+02  1.4312       1.0918       10.975       1.1715
1e+03  5.905        2.6461       1.5625       2.2984
1e+04  14.167       11.029       1.1315       2.8426
1e+05  31.297       49.925       1.0495       2.9462
1e+06  68.047       229.62       1.021        2.9781
1e+07  147.17       1061.7       1.0094       2.9905
1e+08  317.59       4919.8       1.0043       2.9957
1e+09  684.76       22818        1.002        2.9980
1e+10  1475.8       1.0588e+05   1.0009       2.9991
Device: segments 545; relative change on halving step 2.3e-09
Centre deflection 45.555 nm; membrane law 45.567 nm
Pure bending law would give 6.501e+06 nm
Radial tension: centre 0.6272 N/m, edge 0.4664 N/m
Centre strain 0.1540 percent
Edge layer width 0.718 nm; edge curvature radius 6.71 nm
log10 error growth: tangents 667.8, integral of sqrt(S) 672.6
Estimated simple-shooting limit: P 1.97e+05, pressure 1.26 Pa
Bending law 5 percent off at 0.0281 nm
Bending and cubic laws cross at 0.1206 nm, 1.856 mPa
Pretension 0.10 N/m: deflection 42.939 nm, change -5.74 percent
Pretension cuts small-load compliance by factor 2.609e+04
Harmonic thermal rms: no tension 18.52 nm, under load 0.087 nm
Third-order modulus -700 N/m (rough): softening 0.317 percent
Largest slope 0.1061 rad; slope squared 1.125 percent
Breaking tension 40 N/m (rough): linear extrapolation 50.9 MPa
```
